# Static dielectric eigenvectors as a fixed basis for the RPA energy: a program that tests the result

```python
"""Static dielectric eigenvectors as a fixed basis for the RPA energy of LiH.

Result under test: with Pi(w) = sum_ia 4 d_ia/(d_ia^2+w^2) B_ia B_ia^T and
E_c = (1/2pi) int_0^inf Tr[ln(1+Pi)-Pi] dw, restriction to the M leading
eigenvectors of Pi(0) gives E_M with 0 <= E_M - E_c <= W_M, where
W_M = sum_{k>M} sum_ia (u_k.B_ia)^2.
Symbols: d_ia orbital gaps, B factor of the integrals (ia|jb) = B B^T,
u_k static eigenvectors, w imaginary frequency. Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def polarizability(omega, gaps, factor):
    weight = 4 * gaps / (gaps**2 + omega**2)
    return factor.T @ (weight[:, None] * factor)


def descending_eigh(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return values[::-1], vectors[:, ::-1]


def plasmon_energy(gaps, interaction):
    root = np.sqrt(gaps)
    squared = np.diag(gaps**2) + 4 * root[:, None] * interaction * root
    modes = np.sqrt(np.linalg.eigvalsh(squared))
    return 0.5 * (modes.sum() - gaps.sum() - 2 * np.trace(interaction))


def fixed_basis_curve(gaps, factor, vectors):
    """RPA energies for projected interactions, M = 0 ... N."""
    projected = factor @ vectors
    return np.array([plasmon_energy(gaps, projected[:, :m] @ projected[:, :m].T)
                     for m in range(projected.shape[1] + 1)])


def logdet_one_plus(matrix):
    return np.linalg.slogdet(np.eye(len(matrix)) + matrix)[1]


def split_integrand(pi_rotated, m):
    """Kept-block integrand, coupling, truncation and discarded trace."""
    kept, lost = pi_rotated[:m, :m], pi_rotated[m:, m:]
    log_kept, log_lost = logdet_one_plus(kept), logdet_one_plus(lost)
    coupling = log_kept + log_lost - logdet_one_plus(pi_rotated)
    return np.array([log_kept - np.trace(kept), coupling,
                     np.trace(lost) - log_lost, np.trace(lost)])


def frequency_analysis(gaps, factor, vectors, sizes, nodes, weights):
    """Integrated splits for the sizes, and optimal energies for all M."""
    parts = np.zeros((len(sizes), 4))
    optimal = np.zeros(factor.shape[1] + 1)
    rotated_factor = factor @ vectors
    for omega, weight in zip(nodes, weights):
        pi_w = polarizability(omega, gaps, rotated_factor)
        values = np.maximum(np.linalg.eigvalsh(pi_w)[::-1], 0)
        optimal[1:] += weight * np.cumsum(np.log1p(values) - values)
        for row, m in enumerate(sizes):
            parts[row] += weight * split_integrand(pi_w, m)
    return parts / (2 * np.pi), optimal / (2 * np.pi)


# Orbitals and particle-hole Coulomb integrals
bond = 1.60
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]],
            basis="def2-qzvpp", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe,pbe"
mf.grids.level = 4
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
energies = mf.mo_energy
nvir = len(energies) - nocc
occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
gaps = (energies[None, nocc:] - energies[:nocc, None]).ravel()
npair = gaps.size
coulomb = ao2mo.general(mol, (occ, vir, occ, vir), compact=False)
coulomb = coulomb.reshape(npair, npair)
coulomb = 0.5 * (coulomb + coulomb.T)
strength, modes = np.linalg.eigh(coulomb)
assert gaps.min() > 0 and strength.min() > -1e-9
factor = modes * np.sqrt(np.maximum(strength, 0))

# Static eigenvectors; cuts are moved to the ends of degenerate shells
static_values, static_vectors = descending_eigh(polarizability(0, gaps, factor))
sizes = []
for target in (5, 10, 20, 30, 40, 60, 80, 100):
    m = target
    while (m < npair - 1 and static_values[m - 1] - static_values[m]
           < 1e-3 * static_values[m - 1]):
        m += 1
    if m not in sizes:
        sizes.append(m)

# Static eigenvalue from finite differences of the occupied band energy
field = np.zeros((len(energies), len(energies)))
field[:nocc, nocc:] = (factor @ static_vectors[:, 0]).reshape(nocc, nvir)
field += field.T
step = 1e-3


def band_energy(amplitude):
    levels = np.linalg.eigvalsh(np.diag(energies) + amplitude * field)
    return 2 * levels[:nocc].sum()


curvature = (band_energy(step) - 2 * band_energy(0) + band_energy(-step)) / step**2
assert abs(-curvature / static_values[0] - 1) < 1e-3

# Full energy from an explicit-spin, non-Hermitian RPA diagonalization
spin_v = np.kron(np.ones((2, 2)), coulomb)
spin_a = spin_v + np.diag(np.tile(gaps, 2))
roots = np.linalg.eigvals(np.block([[spin_a, spin_v], [-spin_v, -spin_a]])).real
spin_energy = 0.5 * (roots[roots > 0].sum() - np.trace(spin_a))

# Frequency quadrature on the half line
nfreq = 80
x, wx = np.polynomial.legendre.leggauss(nfreq)
nodes, weights = (1 + x) / (1 - x), 2 * wx / (1 - x)**2
parts, optimal = frequency_analysis(gaps, factor, static_vectors, sizes,
                                    nodes, weights)
static_curve = fixed_basis_curve(gaps, factor, static_vectors)
full_energy = static_curve[-1]
assert abs(full_energy - spin_energy) < 1e-6
assert abs(full_energy - optimal[-1]) < 1e-7

# Projected-interaction energies against quadrature of the compressed matrix
assert np.max(np.abs(parts[:, 0] - static_curve[sizes])) < 1e-7

# Monotonic convergence, optimality, error split and rigorous bound
static_error = static_curve - full_energy
optimal_error = optimal - optimal[-1]
assert np.all(np.diff(static_curve) < 1e-9)
assert np.all(optimal_error <= static_error + 1e-7)
assert np.max(np.abs(parts[:, 1] + parts[:, 2] - static_error[sizes])) < 1e-7
assert parts[:, 1:3].min() > -1e-9
column_norms = np.sum((factor @ static_vectors)**2, axis=0)
bound = np.append(np.cumsum(column_norms[::-1])[::-1], 0)
assert np.max(np.abs(bound[sizes] - parts[:, 3])) < 1e-7
assert np.all(static_error <= bound + 1e-9)

# Another fixed basis, made at a finite imaginary frequency
other_omega = 1.0
other_vectors = descending_eigh(polarizability(other_omega, gaps, factor))[1]
other_error = fixed_basis_curve(gaps, factor, other_vectors) - full_energy

# Control: equal gaps remove the price of fixing the basis
equal_gaps = np.full(npair, gaps.mean())
equal_vectors = descending_eigh(polarizability(0, equal_gaps, factor))[1]
equal_parts, equal_optimal = frequency_analysis(
    equal_gaps, factor, equal_vectors, sizes, nodes, weights)
equal_price = np.max(np.abs(equal_parts[:, 0] - equal_optimal[sizes]))
real_price = np.max(static_error[sizes] - optimal_error[sizes])
assert equal_price < 1e-8 and real_price > 1e-6

# Frequency profile of the two error sources
profile_size = sizes[len(sizes) // 2]
profile = []
for omega in (0.0, 0.5, 2.0, 10.0):
    pi_w = polarizability(omega, gaps, factor @ static_vectors)
    profile.append((omega, *split_integrand(pi_w, profile_size)[1:3]))
assert abs(profile[0][1]) < 1e-10

print(f"LiH bond length: {bond:.2f} angstrom")
print(f"Orbitals: {len(energies)}, occupied {nocc}, virtual {nvir}")
print(f"Full subspace size N: {npair}")
print(f"Frequency points: {nfreq}")
print(f"Smallest, largest gap: {gaps.min():.4f}, {gaps.max():.2f} hartree")
print("Leading static eigenvalues of Pi (no unit):",
      " ".join(f"{v:.4f}" for v in static_values[:5]))
print(f"Largest one by finite difference: {-curvature:.4f}")
print(f"E_c, projected-interaction formula: {full_energy:.7f} hartree")
print(f"E_c, explicit-spin RPA: {spin_energy:.7f} hartree")
print(f"E_c, frequency quadrature: {optimal[-1]:.7f} hartree")
print(f"E_c converted: {full_energy * HARTREE_EV:.4f} eV")
print("Errors in millihartree; last column: fixed basis from w = "
      f"{other_omega:.1f} hartree")
print("  M  lambda_M   static  optimal    other")
for m in sizes:
    print(f"{m:3d} {static_values[m-1]:9.6f} {1e3*static_error[m]:8.4f} "
          f"{1e3*optimal_error[m]:8.4f} {1e3*other_error[m]:8.4f}")
print("Static-basis error parts and bound in millihartree")
print("  M  coupling truncation  bound W_M")
for m, row in zip(sizes, parts):
    print(f"{m:3d} {1e3*row[1]:9.4f} {1e3*row[2]:10.4f} {1e3*bound[m]:10.4f}")
print("Smallest M with error below a threshold")
for threshold in (1.0, 0.1, 0.01):
    counts = [int(np.argmax(1e3 * curve < threshold))
              for curve in (static_error, optimal_error, other_error)]
    print(f"{threshold:.2f} millihartree: static {counts[0]}, "
          f"optimal {counts[1]}, other {counts[2]}")
print(f"Error integrands at M = {profile_size} (no unit)")
for omega, coupling, truncation in profile:
    print(f"w = {omega:4.1f} hartree: C = {abs(coupling):.3e}, D = {truncation:.3e}")
print(f"Largest price of fixing, real gaps: {1e3*real_price:.4f} millihartree")
print(f"Same with equal gaps: {1e3*equal_price:.1e} millihartree")
print("checks complete")
```

Output:

```
LiH bond length: 1.60 angstrom
Orbitals: 65, occupied 2, virtual 63
Full subspace size N: 126
Frequency points: 80
Smallest, largest gap: 0.1014, 11.10 hartree
Leading static eigenvalues of Pi (no unit): 1.6868 0.8743 0.8743 0.6881 0.3486
Largest one by finite difference: 1.6868
E_c, projected-interaction formula: -0.1390251 hartree
E_c, explicit-spin RPA: -0.1390251 hartree
E_c, frequency quadrature: -0.1390251 hartree
E_c converted: -3.7831 eV
Errors in millihartree; last column: fixed basis from w = 1.0 hartree
  M  lambda_M   static  optimal    other
  5  0.348621  57.6719  22.8973  53.7530
 11  0.163506  14.5013   6.9565  21.4603
 20  0.054725   6.2487   1.7289   6.6155
 30  0.022573   2.1550   0.5419   4.1299
 40  0.015230   1.2481   0.1464   2.1175
 61  0.004322   0.0333   0.0027   0.1155
 81  0.000071   0.0001   0.0000   0.0020
100  0.000001   0.0000   0.0000   0.0000
Static-basis error parts and bound in millihartree
  M  coupling truncation  bound W_M
  5    7.4740    50.1979  1983.0032
 11    4.9300     9.5714   987.3782
 20    2.9417     3.3070   672.5580
 30    0.8154     1.3395   421.0460
 40    0.6098     0.6383   255.6757
 61    0.0268     0.0065    14.5426
 81    0.0001     0.0000     0.3038
100    0.0000     0.0000     0.0069
Smallest M with error below a threshold
1.00 millihartree: static 43, optimal 25, other 48
0.10 millihartree: static 56, optimal 43, other 63
0.01 millihartree: static 65, optimal 55, other 71
Error integrands at M = 40 (no unit)
w =  0.0 hartree: C = 2.665e-15, D = 1.282e-03
w =  0.5 hartree: C = 3.107e-04, D = 9.695e-04
w =  2.0 hartree: C = 4.311e-04, D = 6.039e-04
w = 10.0 hartree: C = 1.305e-04, D = 6.918e-05
Largest price of fixing, real gaps: 34.7746 millihartree
Same with equal gaps: 2.5e-09 millihartree
checks complete
```
